# How Wide a Gap Thermoelectrics Need, With and Without Kane Coupling

## A case simple enough to see through

Take an n-type semiconductor with its chemical potential at the conduction band edge, and use Boltzmann statistics. Let carriers of energy $x$, in units of $kT$ from their band edge, contribute to the conductivity in proportion to $x e^{-x}$. This is the result for parabolic bands and acoustic phonons, derived below. The mean energy carried is then
$$\frac{\int_0^\infty x^2e^{-x}dx}{\int_0^\infty xe^{-x}dx}=2,$$
and the variance is $6-2^2=2$. The mean sets the Seebeck coefficient, of magnitude $2k/e$. The variance sets the heat carried at zero current.

Now add a mirror-image valence band a distance $g=E_g/kT$ below. Its conductivity relative to the electrons' is $r=e^{-g}$. Measured from the chemical potential, its carriers sit at energy $-(g+x)$, with mean $-(g+2)$ and mean square $g^2+4g+6$. The few holes matter because they lie so far out: they pull the mean towards zero and widen the distribution.

To first order in $r$, the total weight, first moment and second moment are
$$L_0=1+r,\quad L_1=2-r(g+2),\quad L_2=6+r(g^2+4g+6).$$
The power factor is proportional to
$$\frac{L_1^2}{L_0}\simeq4-4r(g+2)-4r=4\,[1-r(g+3)],$$
and the electronic heat conductivity to
$$L_2-\frac{L_1^2}{L_0}\simeq 2+r(g^2+8g+18).$$
Let $B$ be the ratio of the electronic transport scale to the lattice heat conductivity, defined precisely below. The total heat conductivity in units of the lattice part is $1+2B$ before the holes are added. The relative loss of $zT$ is therefore
$$r\left[(g+3)+\frac{B}{1+2B}(g^2+8g+18)\right].$$

For $B=0.4$ the factor $B/(1+2B)$ is 0.222. At $g=6$, $r=0.00248$ and the loss is $0.00248\,(9+22.7)=7.9\%$. At $g=10$ it is 0.26%. A 10% loss occurs near 5.7 $kT$ and a 1% loss near 8.4 $kT$. The relevant gaps are thus several $kT$. This scale comes from a small exponential multiplied by a quadratic polynomial in $g$, whose value is about 30 to 60 for gaps of 6 to 10 $kT$.

This estimate fixes the doping arbitrarily and keeps the mass independent of the gap. Both restrictions can be removed.

## Transport function and figure of merit

Assume elastic, isotropic scattering by long-wavelength acoustic phonons, with deformation potential $D$ and longitudinal elastic constant $C_l=\rho c^2$, where $\rho$ is the density and $c$ the sound speed. For phonon energies $\hbar\omega=\hbar cq\ll kT$ the occupation is $kT/\hbar\omega$. In a crystal of volume $V$, absorption has the squared matrix element
$$D^2q^2\,\frac{\hbar}{2\rho\omega V}\,\frac{kT}{\hbar\omega}=\frac{D^2kT}{2C_lV}.$$
Emission contributes the same amount. The golden rule then gives
$$\frac1\tau=\frac{2\pi}{\hbar}\frac{D^2kT}{C_l}\,g_1(E),$$
where $g_1$ is the density of states per volume, spin and valley.

With $N_v$ valleys, two spins and group velocity $v_g$, the transport function is
$$\Sigma(E)=2N_vg_1\frac{v_g^2}{3}\tau=\frac{N_v\hbar C_l}{3\pi D^2kT}\,v_g^2 .$$
The density of states has cancelled. Write $\Sigma=\Sigma_0s(x)$, with $\Sigma_0$ a constant. Let $\eta$ be the chemical potential above the conduction edge in $kT$, and $w(t)=1/[4\cosh^2(t/2)]$ the negative derivative of the Fermi function. The electron moments are
$$M_n(\eta)=\int_0^\infty s(x)\,w(x-\eta)\,(x-\eta)^n\,dx .$$
A valence state has energy $-g-x$ from the conduction edge, hence $-(x-\eta_h)$ from the chemical potential, with $\eta_h=-\eta-g$. Since $w$ is even,
$$L_n=M_n(\eta)+(-1)^nM_n(\eta_h).$$

The Boltzmann equation gives
$$\sigma=e^2\Sigma_0L_0,\quad S=-\frac ke\frac{L_1}{L_0},\quad \kappa_e=k^2T\Sigma_0\left(L_2-\frac{L_1^2}{L_0}\right).$$
Define $B=k^2T\Sigma_0/\kappa_L$, where $\kappa_L$ is the lattice heat conductivity. Then
$$zT=\frac{S^2\sigma T}{\kappa_L+\kappa_e}=\frac{BL_1^2/L_0}{1+B(L_2-L_1^2/L_0)} .$$
Adding one cancels the subtracted term in the numerator, so
$$R\equiv\frac{zT}{1+zT}=\frac{L_1^2}{L_0(1/B+L_2)} .$$
$R$ increases with $zT$, so either may be maximised.

## Mass independent of the gap: a threshold, no optimum

For parabolic bands $v_g^2=2kTx/m$. Hence $s=x$ and
$$B=\frac{2N_v\hbar C_lk^2T}{3\pi mD^2\kappa_L}.$$
Hold $B$ and $T$ fixed while the gap changes, and optimise the doping at each gap.

Let $y=\eta+g$ be the height of the chemical potential above the valence edge. With $t=x+y$, the magnitude of each hole moment is
$$H_n(y)=\int_y^\infty s(t-y)\,w(t)\,t^n\,dt .$$
Because $s(0)=0$, the moving lower limit contributes nothing to the derivative:
$$\frac{dH_n}{dy}=-\int_y^\infty s'(t-y)\,w(t)\,t^n\,dt<0\qquad(y\ge0).$$
The n-type branch has $\eta\ge-g/2$, so $y\ge g/2$ and the condition holds. Start from the best doping at one gap, where $L_1>0$, and widen the gap at fixed $\eta$. Then $L_1$ rises while $L_0$ and $L_2$ fall, so $zT$ rises. Re-optimising $\eta$ cannot lower it. The best $zT$ therefore increases with gap and saturates at the one-band value. In this model there is no optimum gap, and a "minimum gap" has a meaning only once a tolerated loss is named.

To find that threshold, treat the holes as a small change to the one-band optimum at $\eta^*$. A shift of the optimum affects $zT$ only in second order, so $\eta^*$ may be held. Boltzmann holes have $w(t)\simeq e^{-t}$, which gives
$$H_0=e^{-y},\quad H_1=(2+y)e^{-y},\quad H_2=(6+4y+y^2)e^{-y}.$$
From the definition of $R$, $dR/R=d(zT)/[zT(1+zT)]$. Varying $\ln R=2\ln L_1-\ln L_0-\ln(1/B+L_2)$ gives the relative loss
$$\delta=(1+zT)\,e^{-y}Q,$$
$$Q=\frac{2(2+y)}{L_1}+\frac1{L_0}+\frac{6+4y+y^2}{1/B+L_2},$$
with $y=\eta^*+g$ and with $zT$ and the $L_n$ taken from the one-band optimum.

For $B=0.4$ that optimum is $zT=1.02$ at $\eta^*=-0.565$. The losses, in per cent, compare as follows.

| $g$ | opening estimate | first-order law | full result |
|---|---|---|---|
| 4 | 40 | 100 | 33.9 |
| 6 | 7.9 | 19.6 | 12.9 |
| 8 | 1.5 | 3.6 | 3.2 |
| 10 | 0.26 | 0.64 | 0.62 |

The opening estimate is low at wide gaps mainly because the best doping puts the chemical potential below the band edge. The hole-to-electron conductivity ratio there is $e^{-y}/L_0$, with $L_0=\ln(1+e^{\eta^*})=0.45$. This equals $3.9\,e^{-g}$ instead of $e^{-g}$. A smaller part of the difference comes from Fermi statistics: at $\eta=0$ they give $L_0=\ln2$, a ratio of $1.44\,e^{-g}$, and a loss at 10 $kT$ of 0.31% rather than 0.26%. The estimate's near-agreement at 4 $kT$ is accidental. There the holes are no longer a small change: the first-order law gives 100%, and the best doping has moved away from $\eta^*$. The law becomes accurate as the holes become few. At 7 $kT$ it gives 8.5% against the full 6.8%, and its three terms are 4.3% from the reduced first moment, 0.7% from the added conductivity and 3.4% from the added second moment. These terms do not separate the power factor from the heat conductivity, because $\kappa_e$ also contains $L_1^2/L_0$. At fixed doping the power factor, proportional to $L_1^2/L_0$, falls by the first two terms without their factor $1+zT$, which is $(4.3+0.7)/2.02=2.5\%$. The remaining 6.0% of the 8.5% loss comes from the higher electronic heat conductivity, which is therefore the larger effect at fixed doping. Re-optimising then raises the doping, which recovers part of the loss and changes this division.

Setting $\delta=p$ and taking logarithms gives
$$g=\ln\frac1p+\ln[(1+zT)Q]-\eta^*,$$
so the threshold depends on the tolerance $p$ mainly through a logarithm. The full calculation at $B=0.4$ places the 10% loss at 6.4 $kT$ and the 1% loss at 9.4 $kT$. A window of 6 to 10 $kT$ is thus, for this $B$, roughly the interval between those two tolerances.

The window is not universal:

- For $B=0.2$ the two thresholds are 5.5 and 8.5 $kT$; for $B=1$ they are 7.8 and 10.8 $kT$.
- If the valence band has a transport weight five times that of the conduction band, at $B=0.4$, they become 8.3 and 11.3 $kT$. For a weight of one fifth they are 4.5 and 7.6 $kT$. A weight multiplies $Q$, so the leading shift is $\pm\ln5=\pm1.6$; the growth of $Q$ with $y$ enlarges it.
- For unscreened-impurity scattering, modelled by $s=x^3/6$ at $B=0.4$, they are 5.4 and 8.6 $kT$. The factor 1/6 keeps the Boltzmann conductivity at given $\eta$ unchanged.

## Kane coupling: a true maximum

In a direct-gap semiconductor whose band edges repel each other through a momentum matrix element, the mass follows the gap. The symmetric two-band model, with energy measured from the conduction edge, is
$$E=\sqrt{E_g^2/4+\hbar^2v^2k^2}-E_g/2 .$$
Moving $E_g/2$ to the left and squaring gives $E(E+E_g)=\hbar^2v^2k^2$, or
$$E\left(1+\frac E{E_g}\right)=\frac{\hbar^2k^2}{2m},\qquad m=\frac{E_g}{2v^2}.$$
The velocity $v$ is set by the matrix element and is held fixed. Differentiating gives $(2E+E_g)\,dE/dk=2\hbar^2v^2k$. Therefore
$$s=\frac{v_g^2}{v^2}=\frac{4E(E+E_g)}{(2E+E_g)^2}=1-\frac1{(1+2x/g)^2}.$$
The quality factor that does not depend on the gap is now
$$b=\frac{N_vv^2\hbar C_lk}{3\pi D^2\kappa_L}.$$

Both limits can be seen directly. As $g\to0$, $s\to1$ in both bands. The first moment becomes the integral of the odd function $t\,w(t)$ over all energies, which vanishes at every doping, so $zT\to0$. At $g=0.05$ and $b=1$ the best value is $1.2\times10^{-4}$. For large $g$, $s\simeq4x/g$: the bands are parabolic with $B=4b/g$. For small $B$, $zT\simeq BL_1^2/L_0$, which falls as $1/g$. Since $zT$ vanishes at both ends and is positive between, it has a maximum.

The position of the maximum can be estimated by keeping the mass effect alone, with $s=x$ and $B=4b/g$. Since $1/B=g/4b$, widening the gap at fixed $\eta$ changes $\ln R$ at the rate $-1/[g(1+BL_2)]$. The retreat of the holes changes it by about $+e^{-y}Q$, to leading order in $e^{-y}$ and $1/g$. The two balance when
$$e^{-y}Q\simeq\frac1{g(1+BL_2)} .$$
A small exponential is again set against an algebraic quantity. Here $b$ enters through $1+BL_2$ and through the one-band optimum $\eta^*$, which fixes $y$ and $Q$. For $b=0.3$, 1 and 3 the balance gives 5.6, 7.3 and 9.1 $kT$, while the full optimum with the mass effect alone is 4.5, 6.7 and 8.6 $kT$. The estimate is thus high by 0.5 to 1 $kT$, and over this range the best gap grows roughly as the logarithm of $b$. That growth does not continue to small $b$: with the full Kane bands the best gap levels off near 5.7 $kT$ for $b$ of 0.01 to 0.03.

With the full Kane bands the best gap is 6.4, 7.5 and 8.8 $kT$ for $b=0.3$, 1 and 3. The corresponding $zT$ is 0.22, 0.61 and 1.38. At $b=1$, keeping the mass effect but not the nonparabolicity gives 6.7 $kT$ and $zT=1.19$. For this $b$, nonparabolicity therefore moves the best gap by less than 1 $kT$ but halves $zT$. The shift is larger for smaller $b$: about 1.9 $kT$ at $b=0.3$. The two calculations differ only in $s$.

## Example in the regime of n-type PbTe

Take rough values at 600 K: $E_g=0.36$ eV, $m=0.07\,m_0$, $N_v=4$, $D=22$ eV, $C_l=70$ GPa and $\kappa_L=1.1$ W/(m K). With $kT=51.7$ meV, $g=6.96$. The velocity follows from
$$v^2=\frac{0.36\times1.602\times10^{-19}}{2\times0.07\times9.109\times10^{-31}}=4.52\times10^{11}\ \mathrm{m^2/s^2},$$
so $v=6.7\times10^5$ m/s. With $D=3.52\times10^{-18}$ J, the numerator of $b$ is $1.84\times10^{-34}$ and the denominator $1.29\times10^{-34}$ in SI units, giving $b=1.43$.

The best doping is $\eta=-0.58$, where $S=-203$ μV/K, $\sigma=490$ S/cm and $\kappa_e=0.43$ W/(m K). Then
$$zT=\frac{(2.034\times10^{-4})^2\times4.896\times10^4\times600}{1.1+0.429}=0.79 .$$
A separate Boltzmann integral over $k$, with numerically computed bands and densities of states, gives the same value.

Now vary the gap at 600 K. The fixed-mass column holds $B=4b/6.96=0.82$. The other two hold $b$, $D$ and $\kappa_L$.

| $g$ | fixed mass | mass effect only | Kane |
|---|---|---|---|
| 4 | 0.88 | 1.01 | 0.48 |
| 6 | 1.30 | 1.38 | 0.74 |
| 8 | 1.56 | 1.44 | 0.81 |
| 10 | 1.65 | 1.31 | 0.77 |
| 20 | 1.68 | 0.80 | 0.56 |

The Kane maximum is $zT=0.81$ at 7.9 $kT$, or 0.41 eV. It is broad: $zT$ stays within 5% of its peak from 6.4 to 10.1 $kT$. For these parameters, a rule that the gap should be 6 to 10 $kT$ describes this plateau.

The gap must be judged at the temperature of use. Keep 0.36 eV and let $\kappa_L\propto1/T$, so that $b\propto T$. At 300 K the gap is 13.9 $kT$ and the holes have no visible effect on $zT=0.37$. At 900 K it is 4.6 $kT$, and the holes reduce the best $zT$ from 1.38 to 0.71, each value being taken at its own best doping.

## What the model leaves out

The correction examined that changes $zT$ most is the change of the band states with direction. Write the normalised two-band Hamiltonian as $h=c_0\beta+\sqrt s\,\hat{\mathbf k}\cdot\boldsymbol\alpha$, with Dirac matrices $\alpha_i,\beta$ and $c_0^2=1-s$. The conduction-band projector is $P=(1+h)/2$. If strain shifts both edges together, the squared overlap for scattering through angle $\theta$, summed over final and averaged over initial spin, is
$$\tfrac12\mathrm{Tr}(PP')=\tfrac12(1+c_0^2+s\cos\theta).$$
Momentum relaxation weights this by $1-\cos\theta$. Since the angular average of $\cos^2\theta$ is 1/3, the rate is multiplied by
$$\tfrac12(2-s)-\frac s6=1-\frac{2s}3 .$$
If strain shifts the edges oppositely, the perturbation contains $\beta$, which reverses the sign of the $\cos\theta$ term, and the factor is $1-s/3$. Dividing $s$ by these factors raises the example's $zT$ from 0.79 to 1.24 and 0.96 respectively. The best gap moves only to 7.6 and 7.7 $kT$. This correction thus changes the height of the maximum much more than its position.

Good n-type PbTe reaches a $zT$ of roughly 1 in this temperature range, so the model has the right size, but its inputs are too rough for a prediction. The real material breaks the mirror symmetry through a second valence band close to the first. If that band doubles the hole weight, $zT$ falls to 0.73 and the best gap rises to 8.7 $kT$. Polar optical phonons add scattering. If this is represented by cutting $b$ by 30%, $zT$ falls to 0.61 and the best gap to 7.5 $kT$.

The model's carrier density, $4\times10^{18}$ cm⁻³, is on the low side for a material doped for use at this temperature. Part of the reason is its isotropic mass. Rescaling each component of $k$ makes an ellipsoidal valley isotropic, and averaging over cubic valleys leaves only the mean squared velocity in $\Sigma$. The density, however, scales as the inverse product of the three velocities. For a mass ratio of 10 it rises by $0.7^{3/2}/\sqrt{0.1}=1.85$ at unchanged $zT$.

Equipartition is safe. For a rough sound speed of 3 km/s, the largest phonon energy exchanged by a carrier at $2kT$ is about 2 meV with the isotropic mass, and about 5 meV along the heavy axis for a mass ratio of 10, against $kT=52$ meV.

The maximum found here relies on a direct gap with $m\propto E_g$ and on acoustic scattering, for which $B\propto1/m$. Where the mass does not follow the gap, as may happen when the edges lie at different points of the Brillouin zone, the threshold result applies instead. The remaining values are in the numerical output.

## Computed values

```
Uncoupled, B = 0.4: wide-gap zT = 1.0234, eta = -0.565
  gap  4.0 kT: zT loss 33.91 %, first-order law 100.17 %
  gap  6.0 kT: zT loss 12.94 %, first-order law 19.61 %
  gap  7.0 kT: zT loss 6.78 %, first-order law 8.47 %
  gap  8.0 kT: zT loss 3.24 %, first-order law 3.61 %
  gap 10.0 kT: zT loss 0.62 %, first-order law 0.64 %
  law at 7 kT: Seebeck 4.34, conductivity 0.72, heat 3.40 %
  B = 0.2: gap for 10 % loss 5.49 kT, 1 % loss 8.52 kT
  B = 0.4: gap for 10 % loss 6.42 kT, 1 % loss 9.44 kT
  B = 1.0: gap for 10 % loss 7.78 kT, 1 % loss 10.81 kT
  first-order law, B = 0.4: 10 % 6.80 kT, 1 % 9.48 kT
  B = 0.4, hole weight 0.2: 10 % loss at 4.46 kT, 1 % at 7.58 kT
  B = 0.4, hole weight 5.0: 10 % loss at 8.31 kT, 1 % at 11.28 kT
  B = 0.4, unscreened-impurity law x^3/6: 10 % loss at 5.44 kT, 1 % at 8.61 kT
Kane, b = 1: zT at gap 0.05 kT = 1.16e-04
  Kane b = 0.3: best gap 6.43 kT, zT = 0.217
  Kane b = 1.0: best gap 7.45 kT, zT = 0.610
  Kane b = 3.0: best gap 8.83 kT, zT = 1.380
  mass coupling only, b = 1: best gap 6.69 kT, zT = 1.193
Example inputs: T = 600 K, gap = 0.36 eV, mass = 0.07 m0, valleys = 4
  D = 22.0 eV, C_l = 70 GPa, kappa_L = 1.1 W/(m K)
  kT = 51.70 meV, gap = 6.963 kT, v = 6.725e+05 m/s
  b = 1.4315, 4b/gap = 0.8224, eta = -0.578
  S = -203.4 uV/K, sigma = 489.6 S/cm, kappa_e = 0.429 W/(m K)
  n = 4.126e+18 cm^-3, zT = 0.7943 (k integral 0.7943)
  best gap = 7.86 kT = 0.406 eV, zT = 0.8073
  zT within 5 % of best from 6.36 to 10.14 kT
  mass coupling only: best gap 7.33 kT, zT = 1.4525
  gap/kT: zT uncoupled (B = 4b/gap of example), mass only, Kane
    2.0: 0.493, 0.567, 0.157
    4.0: 0.884, 1.011, 0.484
    6.0: 1.296, 1.380, 0.742
    8.0: 1.559, 1.438, 0.807
   10.0: 1.652, 1.305, 0.771
   15.0: 1.677, 0.989, 0.648
   20.0: 1.678, 0.798, 0.559
Neglected effects, example numbers:
  overlap, edges shift together: zT = 1.236; best gap 7.58 kT, zT = 1.248
  overlap, edges shift oppositely: zT = 0.963; best gap 7.74 kT, zT = 0.976
  second valence band, hole weight 2: zT = 0.732; best gap 8.65 kT, zT = 0.781
  extra scattering, b times 0.7: zT = 0.608; best gap 7.45 kT, zT = 0.610
  300 K: gap 13.93 kT, zT = 0.370, without holes 0.370
  600 K: gap 6.96 kT, zT = 0.794, without holes 0.889
  900 K: gap 4.64 kT, zT = 0.708, without holes 1.380
  mass anisotropy 10: carrier density times 1.852 at equal mean v^2
  largest phonon energy at E = 2 kT: 1.95 meV; equipartition error 0.012 %
```
